\section*{Image-Force Lowering of a Metal–Semiconductor Barrier in a Uniform Field}

\section*{The problem}

A metal fills the half-space $x<0$ and a semiconductor of permittivity $\varepsilon$ fills $x>0$. An electron of charge $-q$, with $q>0$, is in the semiconductor at a distance $x$ from the metal. An electric field of uniform magnitude $E$ points towards the metal, so it pushes the electron away from the metal with force $+qE$. This is the direction of the field in the depletion layer of an n-type contact, where positive donors face the metal.

Without the field and without the electron's influence on the metal, the conduction-band edge at the contact lies at a height $\phi_{B0}$ above the Fermi level of the metal. Energies $U$ are measured from that edge, and both $\phi_{B0}$ and $U$ are energies, not voltages.

The metal is treated as an ideal conductor with a flat surface. The semiconductor is a linear, local dielectric that follows the electron without delay. The electron is a classical point charge until part (g). The field $E$ is the one present when this electron is absent.

\section*{(a) What force does the metal exert on the electron?}

\textbf{Solution.} Put the electron at $x=d$, and let $r$ be the distance from the normal through it. The metal surface must be an equipotential, taken as zero. Consider the potential of the electron and a fictitious charge $+q$ at $x=-d$:
\begin{equation}
V(r,x)=\frac{q}{4\pi\varepsilon}\left[-\frac{1}{\sqrt{r^2+(x-d)^2}}+\frac{1}{\sqrt{r^2+(x+d)^2}}\right].
\end{equation}
At $x=0$ the two terms cancel for every $r$. In the semiconductor, $V$ obeys Laplace's equation except at the electron, where it has the required singularity. Any other solution would differ from $V$ by a function that is harmonic throughout $x>0$ and vanishes on the surface and at infinity. A harmonic function takes its extreme values on the boundary, so that difference is zero. Equation (1) is therefore the potential in the semiconductor.

The second term is the effect of the charge induced on the metal. It acts on the electron like a charge $+q$ at distance $2d$. The force is attractive, hence negative:
\begin{equation}
F_{\rm im}(d)=-\frac{q^2}{4\pi\varepsilon(2d)^2}=-\frac{q^2}{16\pi\varepsilon d^2}.
\end{equation}

The force on the metal gives the same result without using the image as a force centre. Differentiating (1) at the surface gives
\begin{equation}
E_x(r,0)=-\left.\frac{\partial V}{\partial x}\right|_{x=0}=\frac{qd}{2\pi\varepsilon(r^2+d^2)^{3/2}}.
\end{equation}
The surface charge density is $\sigma=\varepsilon E_x$. The field is zero just inside the metal and $E_x$ just outside, so the surface charge feels the mean, $E_x/2$. The pull per unit area is $\varepsilon E_x^2/2$, and the total pull is
\begin{align}
\int_0^\infty\frac{\varepsilon E_x^2}{2}\,2\pi r\,dr
&=\frac{q^2d^2}{4\pi\varepsilon}\int_0^\infty\frac{r\,dr}{(r^2+d^2)^3}\nonumber\\
&=\frac{q^2d^2}{4\pi\varepsilon}\,\frac{1}{4d^4}=\frac{q^2}{16\pi\varepsilon d^2}.
\end{align}
The metal is pulled towards the electron, and the electron towards the metal, with this magnitude.

\section*{(b) What potential energy belongs to this force?}

\textbf{Solution.} Define
\begin{equation}
a=\frac{q^2}{16\pi\varepsilon},
\end{equation}
so that $F_{\rm im}=-a/x^2$. Potential energy is minus the work done by the force. With its zero at infinity,
\begin{equation}
U_{\rm im}(x)=-\int_\infty^x\left(-\frac{a}{s^2}\right)ds
=\left[-\frac{a}{s}\right]_\infty^x=-\frac{a}{x}.
\end{equation}

The electron's charge times the image potential would be
\begin{equation}
(-q)\frac{q}{4\pi\varepsilon(2x)}=-\frac{q^2}{8\pi\varepsilon x}=2U_{\rm im}(x).
\end{equation}
The factor of two arises because the induced charge is not fixed: it is itself produced by the electron. To see this, build up a charge $Q$ at $x$ from zero to $-q$. At each stage the induced potential there is $-Q/(8\pi\varepsilon x)$, so the interaction energy with the metal is
\begin{equation}
\int_0^{-q}\left(-\frac{Q}{8\pi\varepsilon x}\right)dQ=-\frac{q^2}{16\pi\varepsilon x}.
\end{equation}
Numerical integration of the surface-stress force from $x=2$ nm to infinity gives work equal to $0.5000$ of the magnitude in (7), as (6) requires.

\section*{(c) Where is the potential maximum when the field is present?}

\textbf{Solution.} The applied force $+qE$ has potential energy $-qEx$. The equations of electrostatics are linear here, so the two contributions add:
\begin{equation}
U(x)=-\frac{a}{x}-qEx,\qquad x>0.
\end{equation}
The slope is
\begin{equation}
\frac{dU}{dx}=\frac{a}{x^2}-qE.
\end{equation}
It vanishes when $x^2=a/(qE)$. The electron is on the positive side, so
\begin{equation}
x_m=\sqrt{\frac{a}{qE}}=\sqrt{\frac{q}{16\pi\varepsilon E}}.
\end{equation}
For $x<x_m$ the slope is positive, and for $x>x_m$ it is negative. There is thus one maximum and no other stationary point. Its curvature is
\begin{equation}
U''(x_m)=-\frac{2a}{x_m^3}=-\frac{2qE}{x_m},
\end{equation}
where $a=qEx_m^2$ was used.

At $x_m$ the attraction to the metal balances the push of the field. An electron released at rest closer in returns to the metal. If it is released at rest farther out, the field carries it into the semiconductor.

If the field is reversed, the energy is $-a/x+qEx$ and its slope, $a/x^2+qE$, is positive at every $x>0$. Both forces then point to the metal, and no maximum exists.

The distance $x_m$ is measured from the image plane, which lies midway between the electron and its image. In the ideal model this is the metal surface. Part (f) considers a small separation between the two.

\section*{(d) By how much is the barrier lowered, and how does emission change?}

\textbf{Solution.} The lowering is the depth of the maximum below $U=0$:
\begin{align}
\Delta\phi=-U(x_m)&=\frac{a}{x_m}+qEx_m\nonumber\\
&=qEx_m+qEx_m=2qEx_m.
\end{align}
The image term and the field term contribute equally. Inserting (11),
\begin{align}
\Delta\phi&=2qE\sqrt{\frac{q}{16\pi\varepsilon E}}
=\sqrt{\frac{4q^2E^2\,q}{16\pi\varepsilon E}}\nonumber\\
&=\sqrt{\frac{q^3E}{4\pi\varepsilon}},
\qquad \phi_B=\phi_{B0}-\Delta\phi.
\end{align}
Dividing $\Delta\phi$ by $q$ gives the lowering in volts, $\sqrt{qE/(4\pi\varepsilon)}$.

At fixed permittivity, a fourfold field doubles the lowering and halves $x_m$. As $E\to0$ the lowering vanishes and the maximum recedes to infinity; the uniform-field model fails before that, once $x_m$ is comparable with the distance over which the field in the semiconductor falls off. At the other extreme, a strong field brings $x_m$ down to atomic distances, where a continuous dielectric and a sharp metal surface are no longer adequate.

For classical emission from the metal, take a barrier $\phi$ much higher than $kT$, so that the escaping electrons belong to the Boltzmann tail. Let $\mu$ be the Fermi energy measured from the bottom of the metal's band. The barrier top then lies at $\mu+\phi$ above the band bottom. For a mass $m$ and velocity $v$ along the normal, motion parallel to the surface contributes only a factor independent of $\phi$, and the flux over the barrier is proportional to
\begin{equation}
\int_{v_0}^{\infty}v\,e^{-(mv^2/2-\mu)/kT}dv=\frac{kT}{m}e^{-\phi/kT},
\qquad \frac{mv_0^2}{2}=\mu+\phi.
\end{equation}
At fixed temperature and fixed prefactor, lowering the barrier by $\Delta\phi$ therefore multiplies the flux by $e^{\Delta\phi/kT}$.

\section*{(e) Evaluate the result for a gold contact on n-type silicon}

Take a relative permittivity of 11.7, $\phi_{B0}=0.8$ eV, a donor density $N=10^{16}$ cm$^{-3}$, a surface field of 0.1 MV/cm and a temperature of 300 K. The material values are rough typical ones.

\textbf{Solution.} It is convenient to work in eV and nm. In vacuum $q^2/(4\pi\varepsilon_0)=1.4400$ eV nm, so
\begin{equation}
a=\frac{1.4400}{4\times11.7}\ \text{eV nm}=0.03077\ \text{eV nm}.
\end{equation}
A field of 0.1 MV/cm is 0.01 V/nm, hence $qE=0.01$ eV/nm. Then
\begin{align}
x_m&=\sqrt{\frac{0.03077}{0.01}}\ \text{nm}=1.75\ \text{nm}=17.5\ \text{\AA},\\
\Delta\phi&=2(0.01)(1.754)\ \text{eV}=0.035\ \text{eV}=35\ \text{meV}.
\end{align}
Each of the two energy terms contributes 17.5 meV. The barrier falls from 0.8 eV to about 0.765 eV. With $kT=25.85$ meV, the classical emission factor is
\begin{equation}
e^{35.08/25.85}\approx3.9.
\end{equation}
A change of only about 4\% in the barrier thus has a large effect on the classical current, because the lowering has to be compared with $kT$ and not with $\phi_{B0}$. Part (g) states how the wave nature of the electron limits this number.

For the same permittivity, other fields give:
\begin{center}
\begin{tabular}{ccc}
$E$ (MV/cm) & $x_m$ (nm) & $\Delta\phi$ (meV)\\
0.01 & 5.5 & 11\\
0.03 & 3.2 & 19\\
0.3 & 1.0 & 61
\end{tabular}
\end{center}

\section*{(f) Is the uniform-field model adequate in this depletion layer?}

\textbf{Solution.} Let the donors have uniform density $N$, with no mobile charge in the layer. Gauss's law makes the field magnitude fall at the rate $qN/\varepsilon$. It reaches zero at
\begin{equation}
W=\frac{\varepsilon E}{qN},\qquad E(x)=E\left(1-\frac{x}{W}\right).
\end{equation}
Integrating the force $qE(x)$ replaces (9) by
\begin{equation}
U(x)=-\frac{a}{x}-qEx+\frac{qEx^2}{2W}.
\end{equation}
The last term is small near $x_m$. Since the original slope is zero there, a small displacement of the maximum affects its height only in second order. To first order the lowering is therefore reduced by the added term at $x_m$:
\begin{equation}
\delta_W=\frac{qEx_m^2}{2W}=\Delta\phi\,\frac{x_m}{4W}.
\end{equation}
The new position obeys $a/x^2=qE(1-x/W)$, or $x=x_m(1-x/W)^{-1/2}\approx x_m+x_m^2/(2W)$.

Here $W=647$ nm. Locating the maximum of (21) numerically gives a loss of 0.024 meV and an outward shift of 0.0024 nm, in agreement with these estimates. The smooth variation of the field is negligible in this example.

The field also fixes the bias. The band bending is the area under the force curve,
\begin{equation}
\psi=\frac{qEW}{2}=\frac{\varepsilon E^2}{2N}=3.23\ \text{eV}.
\end{equation}
In the neutral semiconductor, the nondegenerate relation $N=N_ce^{-\eta/kT}$ gives the depth $\eta$ of the Fermi level below the band edge. With $N_c=2.74\times10^{19}$ cm$^{-3}$, $\eta=0.205$ eV. The bending without bias is $\phi_{B0}-\eta\approx0.595$ eV, so a reverse bias of about 2.6 V is implied. This estimate omits the thermal correction at the edge of the layer, which adds about $kT/q\approx0.03$ V and gives 2.66 V.

Equation (23) also shows how the lowering depends on bias. It gives $E=\sqrt{2N\psi/\varepsilon}$, and (14) then gives
\begin{equation}
\Delta\phi=\left(\frac{q^6N\psi}{8\pi^2\varepsilon^3}\right)^{1/4}.
\end{equation}
At fixed doping, sixteen times the band bending is needed to double the lowering. The reverse current of this model does not saturate, but grows slowly with bias.

Two features of real contacts also need attention. First, donors are discrete. Their mean spacing, $N^{-1/3}=46$ nm, is far larger than $x_m$. A donor on the electron's normal at depth $D$, together with its image, changes the electron energy at $x_m$ by
\begin{equation}
-\frac{q^2}{4\pi\varepsilon}\left(\frac{1}{D-x_m}-\frac{1}{D+x_m}\right).
\end{equation}
For $D$ equal to half the mean spacing this is $-0.81$ meV. The average effect of donors is already in $E$, so this number is a scale for variations along the contact, not a correction to add. Among donors on this normal and deeper than $x_m$, those nearer to the maximum have a larger effect. For randomly placed donors the variation is therefore skewed: most sites deviate by about half a meV, while the rare sites with a close donor lie several meV lower.

Secondly, the image plane of a real metal need not coincide with the plane chosen as its surface. Suppose first that only the image term is displaced, by a distance $\delta$, while the field energy is still measured from $x=0$. Writing $y=x-\delta$,
\begin{equation}
-\frac{a}{x-\delta}-qEx=-\frac{a}{y}-qEy-qE\delta.
\end{equation}
The maximum would move outward by $\delta$, and the lowering would increase by $qE\delta$, which is 1.0 meV for a trial value $\delta=0.1$ nm. For a metal that responds linearly to static fields, however, the induced surface charge fixes both planes together, so the field energy must also be measured from the image plane. The field term is then $-qEy$, and the lowering is unchanged as long as the maximum is far enough from the metal for the image term to keep the form $-a/y$. The 1.0 meV is the error made by using two different planes, not a correction to add.

\section*{(g) What does a semiclassical estimate of tunnelling give?}

\textbf{Solution.} Let $w$ be the electron energy relative to the top. By (12), near $x_m$ the barrier is an inverted parabola, $-m\omega^2(x-x_m)^2/2$, with
\begin{equation}
\hbar\omega=\hbar\sqrt{\frac{2qE}{mx_m}}.
\end{equation}
Measure length from $x_m$ in units of $\sqrt{\hbar/(m\omega)}$, call it $z$, and set $\nu=w/(\hbar\omega)$. The Schrödinger equation is $\psi_z''+(z^2+2\nu)\psi_z=0$. Far to the right, the transmitted wave is $t\,z^{i\nu-1/2}e^{iz^2/2}$. Far to the left, the incident wave is $|z|^{-i\nu-1/2}e^{-iz^2/2}$ and the reflected wave is $r\,|z|^{i\nu-1/2}e^{iz^2/2}$. Continue the transmitted form along a large semicircle in the upper half of the complex $z$ plane, where $z$ becomes $|z|e^{i\pi}$. It turns into the reflected form, which dominates the incident one in the second quadrant, so their coefficients must agree:
\begin{equation}
r=t\,e^{i\pi(i\nu-1/2)}=-i\,t\,e^{-\pi\nu}.
\end{equation}
Flux conservation, $|r|^2+|t|^2=1$, gives the transmission
\begin{equation}
T=|t|^2=\frac{1}{1+e^{-2\pi w/(\hbar\omega)}}.
\end{equation}
Direct integration of the wave equation at $\nu=-0.3$, $0$ and $0.2$ agrees with (29) within 0.001.

Below the top, let $K$ be the integral of the decay constant $\sqrt{2m(U-\text{energy})}/\hbar$ between the turning points. For the parabola, the integrand is a half-ellipse of height $\sqrt{2m|w|}/\hbar$ and half-width $\sqrt{2|w|/(m\omega^2)}$, so $K=\pi|w|/(\hbar\omega)$ and $T=1/(1+e^{2K})$. For the actual barrier this last form is used as a semiclassical approximation, with $K$ computed from (9). Above the top, (29) is used. Relative to classical emission, the flux is multiplied by
\begin{equation}
\Theta=\int_{-\infty}^{\infty}T(w)\,e^{-w/kT}\,\frac{dw}{kT}.
\end{equation}
A classical step, $T=0$ below and $T=1$ above the top, gives $\Theta=1$.

The mass in silicon depends on direction. Along the normal of a (100) surface, the conduction valleys have either the transverse mass, roughly $0.19m_0$, or the longitudinal mass, roughly $0.92m_0$. For these, $\hbar\omega$ is 68 and 31 meV, and $\Theta$ is 1.24 and 1.05. The equivalent extra lowering, $kT\ln\Theta$, is 5.5 and 1.2 meV. For the lighter mass this formal gain is about 16\% of the image-force lowering.

These numbers show what the semiclassical formula gives; they are not a reliable correction to the current. The natural length of the parabola, $\sqrt{\hbar/(m\omega)}$, is 2.4 nm for the transverse mass and 1.6 nm for the longitudinal one. This is comparable with $x_m$, so the electron wave does not see the barrier top as a separate parabola. Reflection of the wave at and near the metal interface is also left out. It can outweigh the gain from tunnelling and make the flux smaller than the classical one. Nor should $\Theta$ be multiplied by the factor 3.9 of part (e) to obtain the effect of the image force on the current. Without the image term the barrier is a sharp triangle, through which tunnelling is stronger, so part of the classical gain is present already. In a one-dimensional wave model with an abrupt metal well 1 to 6 eV deep, the image term raises the flux by a factor of only about 2 for the transverse mass, and by about 3 to 4 for the longitudinal mass.

\section*{(h) How does the model compare with a real contact?}

\textbf{Solution.} The chosen barrier, doping and field are ordinary for gold on moderately doped silicon under reverse bias. The field is about a quarter of a rough breakdown field of 0.4 MV/cm, and the donor density is $3.6\times10^{-4}$ of $N_c$, so the bulk is nondegenerate. In real diodes, the assumption of a uniform planar field can fail at the contact edge, where field lines crowd together unless the edge is shaped or guarded. If the local field there were three times larger, the table gives a lowering of 61 meV instead of 35 meV, with the maximum at 1.0 nm. A local field this high does not by itself mean that the edge is close to breakdown, because avalanche multiplication also depends on how far the high field extends. Interface layers and variations of $\phi_{B0}$ along the contact can change the current further and are outside this model.

The dielectric assumptions can be compared with two scales. An electron with thermal speed $\sqrt{kT/m}$ and the transverse mass crosses the distance $x_m$ in about 11 fs. For a rough mean optical gap of 4 eV, the electronic response time $\hbar/(4\ \text{eV})$ is 0.16 fs, so the electronic polarization can follow. In a polar semiconductor, the slower lattice part of the permittivity may not follow, and a smaller $\varepsilon$ would then enter the image force. At 0.1 MV/cm, $x_m$ is 3.2 lattice constants, and a continuous permittivity is a reasonable first description. It does not describe the atomic structure of the interface itself. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical values, gold on n-type silicon)
relative permittivity: 11.7
zero-field barrier: 0.8 eV
surface field: 0.1 MV/cm
donor density: 1.0e+16 cm^-3
temperature: 300 K
masses, long. and transv.: 0.92, 0.19 m0
RESULTS
q^2/(4 pi eps0): 1.4400 eV nm
a = q^2/(16 pi eps): 0.03077 eV nm
force qE: 0.0100 eV/nm
work / (charge x image potential): 0.5000
position of maximum x_m: 1.754 nm = 17.54 angstrom
image term at x_m: -17.54 meV
field term at x_m: -17.54 meV
barrier lowering: 35.08 meV = 0.0351 eV
lowered barrier: 0.7649 eV
thermal energy kT: 25.85 meV
classical emission factor: 3.88
OTHER FIELDS
0.01 MV/cm: x_m 5.547 nm, lowering 11.09 meV
0.03 MV/cm: x_m 3.203 nm, lowering 19.22 meV
0.3 MV/cm: x_m 1.013 nm, lowering 60.76 meV
NEGLECTED EFFECTS
depletion width: 647 nm
band bending: 3.23 eV
Fermi level below bulk band edge: 0.205 eV
implied reverse bias: 2.64 V
lowering lost to field variation: 0.0238 meV
x_m shift from field variation: 0.0024 nm
mean donor spacing: 46.4 nm
energy shift at x_m by one near donor: 0.81 meV
trial image-plane shift: 0.1 nm
its effect on lowering: 1.00 meV
barrier-top quantum, transv. mass: 67.6 meV
barrier-top quantum, long. mass: 30.7 meV
tunnelling factor, transv. mass: 1.24
tunnelling factor, long. mass: 1.05
equivalent lowering, transv.: 5.5 meV
equivalent lowering, long.: 1.2 meV
rough breakdown field: 0.4 MV/cm
field / breakdown field: 0.25
band density of states: 2.74e+19 cm^-3
donors / density of states: 3.6e-04
rough lattice constant: 0.543 nm
x_m / lattice constant: 3.23
transit time over x_m: 11.3 fs
rough mean optical gap: 4.0 eV
electronic response time: 0.16 fs
\end{verbatim}
